# Beyer-Swinehart state counting and bin convergence for a decomposing model precursor: a numerical check

```python
# Result under test: the Beyer-Swinehart recurrence counts exactly the states of
# harmonic oscillators whose wavenumbers are rounded to multiples of a bin width.
# Its count W_d(E) obeys W(E/(1+eps)) <= W_d(E) <= W(E/(1-eps)), where W is the
# true number of states up to E and eps the largest relative rounding error.
# Energies are in cm^-1 above the zero-point level; d is the bin width.
# The counts then give microcanonical and thermal decomposition rates of a model
# precursor (one channel, harmonic, no rotation, high-pressure limit).
from fractions import Fraction
from itertools import accumulate, product
from math import factorial, log, prod
import numpy as np
from scipy.constants import c, h, k as boltzmann, N_A
from scipy.optimize import brentq

LIGHT = 100 * c                         # speed of light in cm/s
KB = boltzmann / (h * LIGHT)            # Boltzmann constant in cm^-1/K
SMALL = [211, 347, 523, 877, 1291]
PRECURSOR = [83, 127, 149, 211, 263, 347, 419, 523, 547, 613,
             701, 877, 1291, 1409, 2903]
TRANSITION = [71, 113, 137, 199, 241, 331, 401, 541, 607, 691,
              863, 1283, 1399, 2897]
THRESHOLD = 16000


def quanta_in_bins(modes, width):
    bins = [(2 * nu + width) // (2 * width) for nu in modes]
    assert min(bins) >= 1
    return bins


def beyer_swinehart(modes, width, e_max, stages=None):
    top = e_max // width
    counts = [1] + [0] * top
    for q in quanta_in_bins(modes, width):
        for j in range(q, top + 1):
            counts[j] += counts[j - q]
        if stages is not None:
            stages.append(counts.copy())
    return counts


def enumerate_states(modes, e_max):
    """Energy of every state up to e_max, one list entry per state."""
    states = [0]
    for nu in modes:
        states = [e + n * nu for e in states
                  for n in range((e_max - e) // nu + 1)]
    return np.sort(np.array(states, dtype=np.int64))


# ---- small set: recurrence against explicit enumeration ----
E_TEST, E_ENUM = 10000, 12000
levels = enumerate_states(SMALL, E_ENUM)
histogram = np.bincount(levels, minlength=E_ENUM + 1)
assert np.array_equal(histogram, beyer_swinehart(SMALL, 1, E_ENUM))
true_count = np.cumsum(histogram)

print("Small set wavenumbers (cm^-1):", *SMALL)
stages = []
hand = beyer_swinehart(SMALL, 100, 600, stages)
print("Hand example, bin 100 cm^-1, quanta in bins:",
      *quanta_in_bins(SMALL, 100))
for nu, stage in zip(SMALL, stages):
    print(f"  counts in bins 0-6 after mode {nu} cm^-1:", *stage)
print("  states up to 600 cm^-1: binned", sum(hand),
      " enumerated", true_count[600])
print("  true levels up to 600 cm^-1 (cm^-1):", *levels[levels <= 600])

# A falling loop must restrict every mode to zero or one quantum.
falling = [1] + [0] * 3000
for nu in SMALL:
    for j in range(3000, nu - 1, -1):
        falling[j] += falling[j - nu]
single = [sum(n * nu for n, nu in zip(occ, SMALL))
          for occ in product((0, 1), repeat=len(SMALL))]
single_hist = np.bincount([e for e in single if e <= 3000], minlength=3001)
assert np.array_equal(falling, single_hist)
print("  falling loop, bin 1 cm^-1, states up to 600 cm^-1:",
      sum(falling[:601]))

# Exactness at an energy lying between two neighbouring levels.
below = int(levels[levels <= 600][-1])
above = int(levels[levels > 600][0])
limit_below = Fraction(600, below) - 1
limit_above = 1 - Fraction(600, above)
safe = [d for d in range(1, 101)
        if Fraction(d, 2 * min(SMALL)) <= limit_below
        and Fraction(d, 2 * min(SMALL)) < limit_above]
for d in safe:
    assert sum(beyer_swinehart(SMALL, d, 600)) == true_count[600]
print(f"  neighbouring levels {below} and {above} cm^-1;"
      f" eps limits {float(limit_below):.4f} and {float(limit_above):.4f}")
print("  largest integer bin guaranteed exact at 600 cm^-1:",
      max(safe), "cm^-1")
on_level = sum(beyer_swinehart(SMALL, 2, above))
assert on_level < true_count[above]
print(f"  E on the level {above} cm^-1: bin 2 cm^-1 gives {on_level},"
      f" true {true_count[above]}")


# ---- convergence with bin width ----
def smooth_count(modes, width, energy, edge=True):
    rounded = [q * width for q in quanta_in_bins(modes, width)]
    shift = sum(rounded) / 2 + (width / 2 if edge else 0)
    s = len(modes)
    return (energy + shift) ** s / (factorial(s) * prod(rounded))


exact = int(true_count[E_TEST])
print(f"Enumerated states up to {E_TEST} cm^-1: {exact}")
print("Bin (cm^-1), eps, count, error (%), smooth estimate (%), bounds:")
errors = {}
for d in (100, 50, 20, 10, 5, 2, 1):
    binned = list(accumulate(beyer_swinehart(SMALL, d, E_TEST)))
    bins = quanta_in_bins(SMALL, d)
    assert np.gcd.reduce(bins) == 1
    eps = max(Fraction(abs(q * d - nu), nu) for q, nu in zip(bins, SMALL))
    p, r = eps.numerator, eps.denominator
    for energy in range(E_TEST + 1):
        low = true_count[energy * r // (r + p)]
        high = true_count[energy * r // (r - p)]
        assert low <= binned[energy // d] <= high
    errors[d] = binned[-1] / exact - 1
    reference = smooth_count(SMALL, 1, E_TEST)
    estimate = smooth_count(SMALL, d, E_TEST) / reference - 1
    # Higher orders in mode energy / E and count fluctuations are left out.
    assert abs(estimate - errors[d]) < 3e-3
    if d == 100:
        no_edge = smooth_count(SMALL, d, E_TEST, edge=False) / reference - 1
        assert abs(no_edge - errors[d]) > 1e-2
    print(f"  {d:3d} {float(eps):.5f} {binned[-1]} {100*errors[d]:+.3f}"
          f" {100*estimate:+.3f} [{low}, {high}]")
print(f"  estimate without edge term, bin 100 cm^-1: {100*no_edge:+.3f} %")
assert errors[1] == 0
assert abs(errors[10]) < min(abs(errors[5]), abs(errors[2]))

# ---- full precursor: state counts ----
E_TOP, E_RATE = 60000, 20000
BINS = (50, 10, 1)
reactant = {d: beyer_swinehart(PRECURSOR, d, E_TOP) for d in BINS}
barrier = {d: beyer_swinehart(TRANSITION, d, E_TOP) for d in BINS}
sum_reactant = {d: list(accumulate(reactant[d])) for d in BINS}
sum_barrier = {d: list(accumulate(barrier[d])) for d in BINS}
for modes, counts in ((PRECURSOR, reactant[1]), (TRANSITION, barrier[1])):
    direct = np.bincount(enumerate_states(modes, 1500), minlength=1501)
    assert np.array_equal(direct, counts[:1501])


def contour_count(modes, energy):
    """Cumulative count from a circle integral of the generating function."""
    points = 2 ** 17
    beta = (len(modes) + 1) / (energy + sum(modes) / 2)
    log_z = -beta + 2j * np.pi * np.arange(points) / points
    generating = 1 / (1 - np.exp(log_z))
    for nu in modes:
        generating = generating / (1 - np.exp(nu * log_z))
    return np.mean(generating * np.exp(-energy * log_z)).real


contour = contour_count(PRECURSOR, E_RATE)
assert abs(contour / sum_reactant[1][E_RATE] - 1) < 1e-6
contour_ts = contour_count(TRANSITION, E_RATE - THRESHOLD)
assert abs(contour_ts / sum_barrier[1][E_RATE - THRESHOLD] - 1) < 1e-6
print("Precursor wavenumbers (cm^-1):", *PRECURSOR)
print("Transition-state wavenumbers (cm^-1):", *TRANSITION)
print(f"Threshold: {THRESHOLD} cm^-1 ="
      f" {THRESHOLD*h*LIGHT*N_A/1000:.1f} kJ/mol")
additions = sum(E_RATE - nu + 1 for nu in PRECURSOR)
print(f"Precursor states up to {E_RATE} cm^-1, bin 1 cm^-1:"
      f" {sum_reactant[1][E_RATE]:.5e}")
print(f"  same count from contour integral: {contour:.5e}")
print(f"  additions needed by the recurrence: {additions}")
print(f"Rates at E = {E_RATE} cm^-1, density averaged over 100 cm^-1:")
for d in BINS:
    w_ts = sum_barrier[d][(E_RATE - THRESHOLD) // d]
    density = (sum_reactant[d][(E_RATE + 50) // d]
               - sum_reactant[d][(E_RATE - 50) // d]) / 100
    print(f"  bin {d} cm^-1: W_ts {w_ts}, rho {density:.4e} per cm^-1,"
          f" k(E) {LIGHT*w_ts/density:.4e} s^-1")


# ---- thermal rates and stability window ----
arrays = {d: (np.array(reactant[d], dtype=float),
              np.array(sum_barrier[d], dtype=float)) for d in BINS}


def rate_from_counts(temperature, width):
    kt = KB * temperature
    counts, steps = arrays[width]
    weights = np.exp(-width * np.arange(len(counts)) / kt)
    # The cumulative count is constant inside a bin: integrate it exactly.
    flux = np.sum(steps * weights) * kt * (1 - np.exp(-width / kt))
    return LIGHT * np.exp(-THRESHOLD / kt) * flux / np.sum(counts * weights)


def rate_from_partition(temperature):
    kt = KB * temperature
    q_react = np.prod(1 / (1 - np.exp(-np.array(PRECURSOR) / kt)))
    q_ts = np.prod(1 / (1 - np.exp(-np.array(TRANSITION) / kt)))
    return LIGHT * kt * q_ts / q_react * np.exp(-THRESHOLD / kt)


def temperature_for(rate_function, target):
    return brentq(lambda t: log(rate_function(t) / target), 300, 1500,
                  xtol=1e-9)


for t in (400, 600, 800, 1000):
    assert abs(rate_from_counts(t, 1) / rate_from_partition(t) - 1) < 1e-8
limits = {"Delivery ceiling (1% lost in 3600 s)": -log(0.99) / 3600,
          "Reactor floor (99% decomposed in 0.1 s)": -log(0.01) / 0.1}
for label, target in limits.items():
    closed = temperature_for(rate_from_partition, target)
    print(f"{label}: k = {target:.4e} s^-1")
    print(f"  partition functions: T = {closed:.3f} K")
    for d in BINS:
        t = temperature_for(lambda x: rate_from_counts(x, d), target)
        if d == 1:
            assert abs(t - closed) < 1e-5
        print(f"  counts, bin {d} cm^-1: T = {t:.3f} K")

print("all tests passed")
```

Output:

```
Small set wavenumbers (cm^-1): 211 347 523 877 1291
Hand example, bin 100 cm^-1, quanta in bins: 2 3 5 9 13
  counts in bins 0-6 after mode 211 cm^-1: 1 0 1 0 1 0 1
  counts in bins 0-6 after mode 347 cm^-1: 1 0 1 1 1 1 2
  counts in bins 0-6 after mode 523 cm^-1: 1 0 1 1 1 2 2
  counts in bins 0-6 after mode 877 cm^-1: 1 0 1 1 1 2 2
  counts in bins 0-6 after mode 1291 cm^-1: 1 0 1 1 1 2 2
  states up to 600 cm^-1: binned 8  enumerated 6
  true levels up to 600 cm^-1 (cm^-1): 0 211 347 422 523 558
  falling loop, bin 1 cm^-1, states up to 600 cm^-1: 5
  neighbouring levels 558 and 633 cm^-1; eps limits 0.0753 and 0.0521
  largest integer bin guaranteed exact at 600 cm^-1: 21 cm^-1
  E on the level 633 cm^-1: bin 2 cm^-1 gives 6, true 7
Enumerated states up to 10000 cm^-1: 40095
Bin (cm^-1), eps, count, error (%), smooth estimate (%), bounds:
  100 0.13545 50048 +24.824 +24.852 [23232, 75714]
   50 0.05213 42920 +7.046 +7.016 [32191, 50601]
   20 0.04265 39304 -1.973 -1.936 [33446, 48426]
   10 0.00865 40144 +0.122 +0.141 [38610, 41615]
    5 0.00576 40471 +0.938 +0.982 [39088, 41087]
    2 0.00474 39687 -1.018 -1.009 [39258, 40909]
    1 0.00000 40095 +0.000 +0.000 [40095, 40095]
  estimate without edge term, bin 100 cm^-1: +22.196 %
Precursor wavenumbers (cm^-1): 83 127 149 211 263 347 419 523 547 613 701 877 1291 1409 2903
Transition-state wavenumbers (cm^-1): 71 113 137 199 241 331 401 541 607 691 863 1283 1399 2897
Threshold: 16000 cm^-1 = 191.4 kJ/mol
Precursor states up to 20000 cm^-1, bin 1 cm^-1: 9.23036e+13
  same count from contour integral: 9.23036e+13
  additions needed by the recurrence: 289552
Rates at E = 20000 cm^-1, density averaged over 100 cm^-1:
  bin 50 cm^-1: W_ts 9151277, rho 4.7596e+10 per cm^-1, k(E) 5.7641e+06 s^-1
  bin 10 cm^-1: W_ts 6761985, rho 5.7445e+10 per cm^-1, k(E) 3.5289e+06 s^-1
  bin 1 cm^-1: W_ts 6555526, rho 5.6409e+10 per cm^-1, k(E) 3.4840e+06 s^-1
Delivery ceiling (1% lost in 3600 s): k = 2.7918e-06 s^-1
  partition functions: T = 534.919 K
  counts, bin 50 cm^-1: T = 529.132 K
  counts, bin 10 cm^-1: T = 534.843 K
  counts, bin 1 cm^-1: T = 534.919 K
Reactor floor (99% decomposed in 0.1 s): k = 4.6052e+01 s^-1
  partition functions: T = 862.478 K
  counts, bin 50 cm^-1: T = 847.737 K
  counts, bin 10 cm^-1: T = 862.232 K
  counts, bin 1 cm^-1: T = 862.478 K
all tests passed
```
